# Modulated heating does not cut off long-path phonons sharply: a numerical check

```python
# Result under test: periodic surface heating suppresses long-path phonons
# gradually, by a factor S that also depends on interfacial transmission:
#   S = [ t*Tm/(2*T0) + (2-t)/2 * J ] / a,   a = 1 + i*omega*tau,
#   J = 3*(1/(2z) - a/z^2 + a^2*log(1+z/a)/z^3),  z = (1+i)*mfp/L,
# for an exponential profile. t: transmission; Tm: metal temperature;
# T0: substrate pseudo-temperature at the surface; L: penetration depth.
# S = (depth-integrated band heat flux)/(band conductivity * T0).
# The solver treats the half-space Boltzmann equation in relaxation-time form.
import numpy as np
from scipy.constants import hbar, k as k_B
from scipy.optimize import brentq

N_CELL = 240
nodes, weights = np.polynomial.legendre.leggauss(12)
MU, W_MU = (nodes + 1) / 2, weights / 2


def solve_bte(freq, cap, speed, tau, trans, stored=0.0, x_max=1e-3,
              diffuse=False):
    """Half-space response to unit metal temperature amplitude."""
    n_band, n_mu, n = len(cap), len(MU), N_CELL
    omega = 2 * np.pi * freq
    damp = 1 + 1j * omega * tau
    delta = 5e-9
    x = delta * np.expm1(np.linspace(0, np.log1p(x_max / delta), n + 1))
    h = np.diff(x)
    y = np.empty(2 * n + 1)
    y[::2], y[1::2] = x, (x[1:] + x[:-1]) / 2
    path = np.outer(speed * tau, MU).ravel()
    a_ray = np.repeat(damp, n_mu)
    t_ray = np.repeat(trans, n_mu)[:, None]
    # attenuation and linear-source weights on every ray segment
    alpha = np.diff(y)[:, None] * (a_ray / path)[None, :]
    decay = np.exp(-alpha)
    c_in = np.where(np.abs(alpha) < 1e-3,
                    alpha / 2 - alpha**2 / 3 + alpha**3 / 8,
                    (1 - decay * (1 + alpha)) / alpha)
    c_out = -np.expm1(-alpha) - c_in
    pair = np.stack([c_in / a_ray, c_out / a_ray], axis=2)
    decay = decay[:, :, None]
    ray_flux = 0.5 * np.outer(cap * speed, MU * W_MU)

    def trace(theta_y, metal, gather):
        cols = theta_y.shape[1]
        flux = np.zeros((n + 1, gather.shape[0], cols), complex)
        phi = np.zeros((len(path), cols), complex)
        for p in range(2 * n - 1, -1, -1):
            phi = decay[p] * phi + pair[p] @ theta_y[[p + 1, p]]
            if p % 2 == 1 or p == 0:
                flux[(p + 1) // 2] -= gather @ phi
        minus = phi
        back = minus
        if diffuse:
            mean = 2 * np.einsum('m,bmc->bc', MU * W_MU,
                                 minus.reshape(n_band, n_mu, cols))
            back = np.repeat(mean, n_mu, axis=0)
        phi = t_ray * metal[None, :] + (1 - t_ray) * back
        flux[0] += gather @ phi
        for p in range(2 * n):
            phi = decay[p] * phi + pair[p] @ theta_y[[p, p + 1]]
            if p % 2 == 0:
                flux[(p + 2) // 2] += gather @ phi
        return flux, minus

    # unknown node temperatures, last column = metal temperature
    basis = np.zeros((2 * n + 1, n + 2), complex)
    basis[::2, :n + 1] = np.eye(n + 1)
    basis[1::2] = (basis[2::2] + basis[:-2:2]) / 2
    metal = np.zeros(n + 2, complex)
    metal[-1] = 1
    gather = (ray_flux.ravel() / a_ray)[None, :]
    q_op = trace(basis, metal, gather)[0][:, 0, :]
    system = np.diff(q_op, axis=0)
    c_eff = 1j * omega * (np.sum(cap / damp) + stored)
    for j in range(n):
        system[j, j] += c_eff * h[j] * 3 / 8
        system[j, j + 1] += c_eff * h[j] / 8
        if j + 1 < n:
            system[j + 1, j] += c_eff * h[j] / 8
            system[j + 1, j + 1] += c_eff * h[j] * 3 / 8
    theta = np.zeros(n + 1, complex)
    theta[:n] = np.linalg.solve(system[:, :n], -system[:, -1])
    # band-resolved fluxes of the solved profile
    per_band = np.zeros((n_band, len(path)), complex)
    for b in range(n_band):
        per_band[b, b * n_mu:(b + 1) * n_mu] = ray_flux[b]
    theta_y = np.empty((2 * n + 1, 1), complex)
    theta_y[::2, 0] = theta
    theta_y[1::2, 0] = (theta[1:] + theta[:-1]) / 2
    flux, minus = trace(theta_y, np.ones(1, complex), per_band)
    flux = flux[:, :, 0]
    k_band = cap * speed**2 * tau / 3
    s_depth = (h @ flux[1:]) / (k_band * theta[0])
    j_num = 3 * minus.reshape(n_band, n_mu) @ (MU**2 * W_MU) / theta[0]
    s_moment = (trans / (2 * theta[0]) + (2 - trans) / 2 * j_num) / damp
    return dict(Z=1 / flux[0].sum(), T0=theta[0], S=s_depth, S_mom=s_moment)


def j_exp(a, z):
    return 3 * (1 / (2 * z) - a / z**2 + a**2 * np.log(1 + z / a) / z**3)


def s_exp(a, z, t, ratio):
    return (t * ratio / 2 + (2 - t) / 2 * j_exp(a, z)) / a


def fit_k(Z, freq, c_total):
    return 1 / (4 * np.pi * freq * c_total * Z.imag**2)


# Test 1: gray half-space against the Wiener-Hopf (H-function) solution
cap_g, v_g, mfp_g = 1.6e6, 6400.0, 1e-6
tau_g, wt_g = mfp_g / v_g, 1 / 6
f_g = wt_g / tau_g / (2 * np.pi)
gray = solve_bte(f_g, np.array([cap_g]), np.array([v_g]),
                 np.array([tau_g]), np.array([1.0]), x_max=6e-5)
albedo = 1 / (1 + 1j * wt_g)
gn, gw = np.polynomial.legendre.leggauss(400)
ang, w_ang = (gn + 1) * np.pi / 4, gw * np.pi / 4
mn, mw = np.polynomial.legendre.leggauss(40)
mu_h, w_h = (mn + 1) / 2, mw / 2
log_term = np.log(1 - albedo * ang / np.tan(ang))
H = np.array([np.exp(-m / np.pi * np.sum(w_ang * log_term /
              (np.cos(ang)**2 + m**2 * np.sin(ang)**2))) for m in mu_h])
q_wh = 0.5 * cap_g * v_g * np.sqrt(1 - albedo) * np.sum(w_h * mu_h * H)
err_gray = abs(1 / gray['Z'] / q_wh - 1)
assert err_gray < 5e-3, err_gray

# Test 2: closed form of S, weak test bands in a diffusive host
f_host, mfp_host = 1e7, 2e-9
D_host = v_g * mfp_host / 3
L_host = np.sqrt(D_host / (np.pi * f_host))
kn = np.tile([0.3, 1.0, 3.0, 10.0], 2)
t_test = np.repeat([0.1, 0.9], 4)
v_test = 300.0
tau_test = kn * L_host / v_test
host = solve_bte(f_host, np.r_[cap_g, np.full(8, cap_g * 1e-9)],
                 np.r_[v_g, np.full(8, v_test)],
                 np.r_[mfp_host / v_g, tau_test], np.r_[0.01, t_test],
                 x_max=2e-4)
s_closed = s_exp(1 + 2j * np.pi * f_host * tau_test, (1 + 1j) * kn,
                 t_test, 1 / host['T0'])
err_closed = np.max(np.abs(host['S'][1:] - s_closed))
assert err_closed < 0.01, err_closed

# Width of the crossover of J (small omega*tau)
re_j = lambda K: j_exp(1.0, (1 + 1j) * K).real
K90 = brentq(lambda K: re_j(K) - 0.9, 0.01, 1)
K10 = brentq(lambda K: re_j(K) - 0.1, 1, 100)
assert np.log10(K10 / K90) > 1

# Silicon-like example, rough round parameters
T, v, cells = 300.0, 6400.0, 2.5e28
B, w_one, mfp_cap, c_opt = 2.3e-17, 2.5e13, 1e-4, 0.7e6
w_D = v * (6 * np.pi**2 * cells)**(1 / 3)


def spectrum(w):
    u = hbar * w / (k_B * T)
    density = 3 * w**2 / (2 * np.pi**2 * v**3)
    c = density * k_B * (u / 2 / np.sinh(u / 2))**2
    return c, 1 / (B * w**2 * (1 + (w / w_one)**2) + v / mfp_cap)


bn, bw = np.polynomial.legendre.leggauss(24)
u_b = (bn + 1) / 2
w_b = w_D * u_b**2
c_b, tau_b = spectrum(w_b)
c_b = c_b * w_D * u_b * bw
v_b = np.full(24, v)
mfp_b = v * tau_b
k_b = c_b * v * mfp_b / 3
k_bulk, c_tot = k_b.sum(), c_b.sum() + c_opt
w_f = (np.arange(200000) + 0.5) * w_D / 200000
c_f, tau_f = spectrum(w_f)
k_f = c_f * v**2 * tau_f / 3 * w_D / 200000
assert abs(k_f.sum() / k_bulk - 1) < 2e-3
share_below = lambda length: k_f[v * tau_f < length].sum() / k_f.sum()
depth = lambda f: np.sqrt(k_bulk / c_tot / (np.pi * f))

t_low = 0.9 / (1 + (w_b / w_one)**2)
t_mean = np.sum(c_b * t_low) / c_b.sum()
t_high = w_b**2 * t_mean * c_b.sum() / np.sum(c_b * w_b**2)
assert t_high.max() < 1
cases = {'low-pass': t_low, 'flat': np.full(24, t_mean),
         'high-pass': t_high}

# Test 3: bulk conductivity is recovered at very low frequency
slow = solve_bte(10.0, c_b, v_b, tau_b, cases['flat'], c_opt,
                 x_max=20 * depth(10.0))
k_slow = fit_k(slow['Z'], 10.0, c_tot)
assert abs(k_slow / k_bulk - 1) < 0.02, k_slow / k_bulk

freqs = [1e6, 1e7, 1e8]
runs = {(name, f): solve_bte(f, c_b, v_b, tau_b, t, c_opt)
        for name, t in cases.items() for f in freqs}
k_app = {key: fit_k(r['Z'], key[1], c_tot) for key, r in runs.items()}
# Test 4: depth quadrature of band flux against the surface moment
err_mom = max(np.max(np.abs(r['S'] - r['S_mom'])) for r in runs.values())
assert err_mom < 0.01, err_mom
# Test 5: same bulk and same mean transmission, different outcome
f0 = 1e7
L0 = depth(f0)
lo, hi = runs['low-pass', f0], runs['high-pass', f0]
spread = k_app['low-pass', f0] / k_app['high-pass', f0] - 1
assert abs(spread) > 0.03, spread
far = np.argmin(np.abs(np.log(mfp_b / (10 * L0))))
assert lo['S'][far].real - hi['S'][far].real > 0.2

# Sizes of neglected effects
alt = solve_bte(f0, c_b, v_b, tau_b, t_low, c_opt, diffuse=True)
edge = w_b > w_D / 2
slow_edge = solve_bte(f0, c_b, np.where(edge, v / 2, v),
                      np.where(edge, 4 * tau_b, tau_b), t_low, c_opt)
change = lambda r: 100 * (fit_k(r['Z'], f0, c_tot)
                          / k_app['low-pass', f0] - 1)
spot, film, k_film, g_ep, k_lat, rise = 30e-6, 80e-9, 150.0, 2e17, 10.0, 2.0

print(f"Solver vs Wiener-Hopf, relative error: {err_gray:.1e}")
print(f"Closed S vs solver, largest abs. error: {err_closed:.1e}")
print(f"Moment identity, largest abs. error: {err_mom:.1e}")
print(f"k_app/k_bulk at 10 Hz: {k_slow / k_bulk:.4f}")
print(f"Re J = 0.9 at mfp/L = {K90:.3f}; 0.1 at {K10:.2f}; "
      f"span {np.log10(K10 / K90):.2f} decades")
print("Re S at Tm=T0, omega*tau=0, for t = 0, 0.5, 1:")
for K in (0.1, 0.3, 1.0, 3.0, 10.0):
    vals = [s_exp(1.0, (1 + 1j) * K, t, 1.0).real for t in (0, 0.5, 1)]
    print(f"  mfp/L={K:4.1f}: " + "  ".join(f"{s:.3f}" for s in vals))
print(f"Inputs: T={T:.0f} K, v={v:.0f} m/s, cells={cells:.1e} m^-3")
print(f"  B={B:.1e} s, w1={w_one:.1e} rad/s, mfp cap={mfp_cap*1e6:.0f} um")
print(f"  cutoff={w_D:.3e} rad/s, optical store={c_opt/1e6:.2f} J/cm3K")
print(f"Total heat capacity: {c_tot/1e6:.3f} J/cm3K")
print(f"Bulk conductivity: {k_bulk:.1f} W/mK")
print(f"Mean transmission (all cases): {t_mean:.4f}")
print(f"Emission conductance: {c_b.sum()*v*t_mean/4e6:.1f} MW/m2K")
print("k in W/mK: sharp cutoff | low-pass, flat, high-pass")
for f in freqs:
    vals = "  ".join(f"{k_app[name, f]:.1f}" for name in cases)
    print(f"  {f/1e6:.0f} MHz, L={depth(f)*1e9:.0f} nm: "
          f"{share_below(depth(f))*k_bulk:.1f} | {vals}")
print(f"Low-pass over high-pass k_app at 10 MHz: {100*spread:+.1f} %")
print("At 10 MHz:")
for name in cases:
    r = runs[name, f0]
    G = 1 / (r['Z'].real + r['Z'].imag)
    print(f"  {name}: Tm/T0={1/r['T0']:.3f}, fitted G={G/1e6:.1f} MW/m2K, "
          f"sum k*Re S={np.sum(k_b*r['S'].real):.1f} W/mK")
print("Bands at 10 MHz: mfp, omega*tau | t and Re S: low, flat, high")
for K in (0.1, 0.3, 1.0, 3.0, 10.0, 30.0):
    b = np.argmin(np.abs(np.log(mfp_b / (K * L0))))
    vals = "  ".join(f"{t[b]:.3f},{runs[name, f0]['S'][b].real:.3f}"
                     for name, t in cases.items())
    print(f"  {mfp_b[b]*1e9:.0f} nm, {2*np.pi*f0*tau_b[b]:.4f} | {vals}")
s_est = s_exp(1 + 2j * np.pi * f0 * tau_b, (1 + 1j) * mfp_b / L0,
              t_low, 1 / lo['T0'])
print(f"Closed S vs full silicon run (low-pass), max difference: "
      f"{np.max(np.abs(s_est - lo['S'])):.3f}")
print("Neglected effects at 10 MHz, low-pass case:")
print(f"  diffuse reflection changes k_app by {change(alt):+.2f} %")
print(f"  half speed above half cutoff: {change(slow_edge):+.2f} %")
print(f"  spot radius {spot*1e6:.0f} um: L/radius={L0/spot:.3f}, "
      f"k share with mfp>radius={100*(1-share_below(spot)):.1f} %")
print(f"  film {film*1e9:.0f} nm, {k_film:.0f} W/mK: resistance/|Z|="
      f"{100*film/k_film/abs(lo['Z']):.1f} %")
print(f"  electron-phonon (g={g_ep:.0e} W/m3K, lattice k={k_lat:.0f} W/mK)"
      f": {100/np.sqrt(g_ep*k_lat)/abs(lo['Z']):.1f} % of |Z|")
print(f"  {rise:.0f} K rise, k~1/T: {100*rise/T:.2f} % in k")
print("success")
```

Running it gives:

```
Solver vs Wiener-Hopf, relative error: 6.5e-08
Closed S vs solver, largest abs. error: 1.6e-03
Moment identity, largest abs. error: 2.4e-04
k_app/k_bulk at 10 Hz: 1.0001
Re J = 0.9 at mfp/L = 0.136; 0.1 at 7.26; span 1.73 decades
Re S at Tm=T0, omega*tau=0, for t = 0, 0.5, 1:
  mfp/L= 0.1: 0.926  0.944  0.963
  mfp/L= 0.3: 0.791  0.844  0.896
  mfp/L= 1.0: 0.494  0.621  0.747
  mfp/L= 3.0: 0.223  0.417  0.612
  mfp/L=10.0: 0.074  0.305  0.537
Inputs: T=300 K, v=6400 m/s, cells=2.5e+28 m^-3
  B=2.3e-17 s, w1=2.5e+13 rad/s, mfp cap=100 um
  cutoff=7.294e+13 rad/s, optical store=0.70 J/cm3K
Total heat capacity: 1.577 J/cm3K
Bulk conductivity: 129.8 W/mK
Mean transmission (all cases): 0.1895
Emission conductance: 265.9 MW/m2K
k in W/mK: sharp cutoff | low-pass, flat, high-pass
  1 MHz, L=5119 nm: 108.2 | 112.8  103.1  99.9
  10 MHz, L=1619 nm: 88.7 | 98.9  83.6  77.8
  100 MHz, L=512 nm: 65.4 | 85.0  62.4  53.3
Low-pass over high-pass k_app at 10 MHz: +27.2 %
At 10 MHz:
  low-pass: Tm/T0=1.172+0.161j, fitted G=239.3 MW/m2K, sum k*Re S=102.7 W/mK
  flat: Tm/T0=1.180+0.146j, fitted G=195.3 MW/m2K, sum k*Re S=81.3 W/mK
  high-pass: Tm/T0=1.185+0.138j, fitted G=170.2 MW/m2K, sum k*Re S=72.6 W/mK
Bands at 10 MHz: mfp, omega*tau | t and Re S: low, flat, high
  200 nm, 0.0020 | 0.435,0.915  0.190,0.843  0.041,0.789
  387 nm, 0.0038 | 0.535,0.856  0.190,0.745  0.026,0.678
  1567 nm, 0.0154 | 0.733,0.680  0.190,0.438  0.009,0.342
  7166 nm, 0.0704 | 0.853,0.563  0.190,0.196  0.002,0.087
  16080 nm, 0.1579 | 0.880,0.537  0.190,0.144  0.001,0.033
  64667 nm, 0.6349 | 0.898,0.409  0.190,0.087  0.000,0.001
Closed S vs full silicon run (low-pass), max difference: 0.076
Neglected effects at 10 MHz, low-pass case:
  diffuse reflection changes k_app by +0.43 %
  half speed above half cutoff: +3.99 %
  spot radius 30 um: L/radius=0.054, k share with mfp>radius=3.2 %
  film 80 nm, 150 W/mK: resistance/|Z|=4.0 %
  electron-phonon (g=2e+17 W/m3K, lattice k=10 W/mK): 5.3 % of |Z|
  2 K rise, k~1/T: 0.67 % in k
success
```
